# Surface resistivity of thick convex wires

## The form of the answer

A straight metal wire has cross-sectional area $A$ and perimeter $P$, and carries current along its axis $z$. Electrons travel a mean free path $\lambda$ between bulk collisions. When they strike the wall, some lose their drift. If the wire is thick, this loss is confined to a surface layer whose depth is of order $\lambda$.

On that scale a smooth wall is nearly flat. For an isotropic metal, rotating a flat wall about $z$ changes nothing, so each unit length of perimeter costs the same current. The lost current is therefore proportional to $P$, while the bulk current is proportional to $A$. The lost fraction must be dimensionless, and $\lambda$ is the only length available near a flat wall, so it has the form $C\lambda P/A$.

The constant depends on the specularity $p$, the probability that a wall collision is mirror-like. An electron reaching a flat wall from deep inside carries the full bulk drift and retains on average a fraction $p$ of it. The loss is thus proportional to $1-p$:

$$\frac{\rho}{\rho_0}\simeq 1+C_0(1-p)\frac{\lambda P}{A}. \tag{1}$$

Here $\rho$ and $\rho_0$ are the wire and bulk resistivities. Symmetry does not give the number $C_0$, nor does it say how much damage is done by corners, curvature and repeated reflections. The derivation below gives $C_0=3/16$ and bounds the remainder for every convex section.

## Kinetic equation and wall condition

The model is semiclassical linear response with a spherical Fermi surface, a uniform field $E$ along $z$, and one isotropic relaxation time $\tau$. Then $\lambda=v_F\tau$, where $v_F$ is the Fermi speed. The walls are parallel to $z$, and $p$ is independent of angle and position. Grain boundaries and subband quantization are left out.

Let $f_0$ be the equilibrium distribution, $\epsilon$ the electron energy and $-e$ the electron charge. To first order in $E$, the steady deviation $f_1$ obeys

$$\mathbf v\cdot\nabla f_1-eEv_z\frac{\partial f_0}{\partial\epsilon}=-\frac{f_1}{\tau}. \tag{2}$$

In the bulk the gradient vanishes and $f_1=eE\tau v_z\,\partial f_0/\partial\epsilon$. In the wire, write $f_1$ as this bulk value times a factor $g$. Since $v_z$ is constant between collisions, substitution in (2) and division by the common factor give $\mathbf v\cdot\nabla g=(1-g)/\tau$. With $L$ the length along the path,

$$\lambda\frac{dg}{dL}=1-g. \tag{3}$$

A mirror reflection from a wall parallel to $z$ preserves $v_z$. A diffuse reflection returns electrons with no axial drift, so it contributes $g=0$. Hence

$$g_{\rm out}=p\,g_{\rm in}. \tag{4}$$

The solution $f_1$ is odd in $v_z$. It therefore carries no net charge density and no net flux into the wall, so no transverse field is needed and particle number is conserved.

The axial current weights $f_1$ by another factor $v_z$. Let $\theta$ be the angle between the velocity and $z$. Since $\int\cos^2\theta\,d\Omega=4\pi/3$, normalization to the bulk value $g=1$ gives

$$\frac{\sigma}{\sigma_0}=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\;g, \tag{5}$$

where $\sigma=1/\rho$ and $\sigma_0=1/\rho_0$.

## Tracing an electron backwards

Define the local deficit $D=1-g$. Equation (3) becomes $\lambda\,dD/dL=-D$, so a deficit decays as $e^{-L/\lambda}$ away from the wall. Equation (4) becomes

$$D_{\rm out}=1-p(1-D_{\rm in})=(1-p)+pD_{\rm in}. \tag{6}$$

Follow the trajectory backwards from a point in the wire, and let $L_k$ be the path length to the $k$th earlier wall hit. The most recent hit gives $D=e^{-L_1/\lambda}[(1-p)+pD_{\rm in}]$. The incoming deficit there is expressed in the same way through the hit before it. Repeating this gives, for $p<1$,

$$D=(1-p)\sum_{k=1}^{\infty}p^{k-1}e^{-L_k/\lambda}. \tag{7}$$

After $n$ hits the unexpanded remainder is at most $p^n$ times a bounded deficit, so it vanishes as $n\to\infty$. For $p=1$, the function $g=1$ satisfies both (3) and (4): perfectly specular parallel walls add no resistance in this model.

## From area to chords

Project the trajectory on the cross-section. A true length $L$ becomes $L\sin\theta$, and each flight between wall hits becomes a chord. Label a chord by the wall point $l$ towards which the electron is heading, and by the angle $\alpha$ between the inward normal there and the chord.

For a fixed direction $\varphi$ in the section, a wall element $dl$ covers a strip of width $\cos\alpha\,dl$. If $s$ is the distance along the strip, then $dA=\cos\alpha\,dl\,ds$. At fixed $l$, a change of $\varphi$ is an equal change of $\alpha$. Thus

$$dA\,d\varphi=ds\,d\mu,\qquad d\mu=\cos\alpha\,dl\,d\alpha, \tag{8}$$

$$\int d\mu=P\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=2P. \tag{9}$$

Let $c_0$ be the length of the chord containing the electron, and $c_1,c_2,\ldots$ the lengths of the earlier chords in the backward trace. Measure $s$ from the most recent wall hit. Then

$$L_k=\frac{s+c_1+\cdots+c_{k-1}}{\sin\theta}, \tag{10}$$

where the sum of chords is absent for $k=1$. Put $a=\lambda\sin\theta$ and $E_j=e^{-c_j/a}$. The integral over position on the current chord is

$$\int_0^{c_0}e^{-s/a}\,ds=a(1-E_0). \tag{11}$$

Now let $\Delta=1-\sigma/\sigma_0$, which is the average of $D$ with the weight in (5). Use $d\Omega=\sin\theta\,d\theta\,d\varphi$. One factor $\sin\theta$ comes from the solid angle and another from $a$ in (11), so

$$\Delta=\frac{3\lambda}{4\pi A}\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\int d\mu\,X, \tag{12}$$

$$X=(1-p)(1-E_0)\left[1+pE_1+p^2E_1E_2+\cdots\right]. \tag{13}$$

This expression contains all the reflections, and no thick-wire approximation has yet been made.

## The coefficient

When most chords are much longer than $\lambda$, the exponentials $E_j$ are small for most of the measure and $X$ is close to $1-p$. The angular integral needed is

$$\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\int_0^\pi\frac{1-\cos4\theta}{8}\,d\theta=\frac{\pi}{8}. \tag{14}$$

Putting $X=1-p$ in (12), with (9) and (14), gives the leading deficit

$$\Delta_0=\frac{3\lambda}{4\pi A}\,\frac{\pi}{8}\,2P(1-p)=\frac{3(1-p)\lambda P}{16A}. \tag{15}$$

The result has a direct reading. The lost current equals that of a completely dead layer of thickness $\delta=\Delta_0A/P=3(1-p)\lambda/16$ around the perimeter. The real layer is not dead; its deficit is partial and extends over a depth of order $\lambda$. The factor 3/16 is the average distance from the wall, in units of $\lambda$, that electrons leaving it reach in one mean free path. The average runs over all directions with the weight $\cos^2\theta$ of (5), and electrons moving towards the wall count as zero. With equal weight for all directions it would be $\frac{1}{4\pi}\,\frac{\pi}{2}\,2=\frac14$; the current weight favours motion along $z$ and lowers it to 3/16.

## Bounding the neglected terms

Since $0\le E_j\le1$, every product in (13) after the first term is at most $E_1$. The geometric series then gives

$$1\le 1+pE_1+p^2E_1E_2+\cdots\le1+\frac{p}{1-p}E_1. \tag{16}$$

Multiply by $(1-p)(1-E_0)$. On the upper side, replace $1-E_0$ by its largest possible value, 1:

$$(1-p)(1-E_0)\le X\le(1-p)+pE_1. \tag{17}$$

The averages of $E_1$ and $E_0$ are equal. To see this, describe a line by its direction $\varphi$ and transverse offset $y$. Its measure is $dy\,d\varphi$, which equals $\cos\alpha\,dl\,d\alpha$ evaluated at either end of the chord. A specular reflection keeps the wall point and reverses the sign of the angle from the normal, so it also preserves this measure. The map from one chord to the next is therefore measure-preserving, apart from corner hits and tangents of zero measure, and

$$\int E_1\,d\mu=\int E_0\,d\mu. \tag{18}$$

Define the short-chord integral

$$\varepsilon=\frac{3\lambda}{4\pi A}\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\int E_0\,d\mu. \tag{19}$$

Subtracting $1-p$ from (17), and integrating with (18), yields

$$-(1-p)\varepsilon\le\Delta-\Delta_0\le p\,\varepsilon. \tag{20}$$

The lower limit describes electrons whose chord is too short for the surface deficit to decay before the next wall. The simple estimate counts a tail of the deficit that lies outside the metal. The upper limit allows for electrons that reach a wall already depleted by an earlier one, but it is generous. Expanding (13) and applying the measure preservation to every product gives $\int X\,d\mu=2P(1-p)-(1-p)^2\int(E_0+pE_0E_1+\cdots)\,d\mu$, so for uniform $p<1$ the deficit $\Delta$ lies below $\Delta_0$. For $p=0$ the series in (13) stops at its first term, and $\Delta=\Delta_0-\varepsilon$.

## What convexity provides

Consider all chords in one direction. Let $w$ be the width of the section transverse to that direction and $h(y)$ the chord length at offset $y$. Convexity makes $h$ concave: the quadrilateral joining the ends of two parallel chords lies inside the section, so an intermediate chord is at least as long as linear interpolation predicts.

Let $m$ be the largest value of $h$. It is at least the diameter $2r$ of the largest inscribed circle, whose radius $r$ is the inradius. By concavity, $h$ lies above a tent that rises linearly from zero at one edge to $m$ and falls linearly to zero at the other. On each side of the tent the height, as a fraction $x$ of $m$, is uniformly distributed, so

$$\int_0^w e^{-h/a}\,dy\le w\int_0^1e^{-mx/a}\,dx\le\frac{wa}{m}\le\frac{wa}{2r}. \tag{21}$$

Because $d\mu=dy\,d\varphi$, equation (9) also says $\int_0^{2\pi}w\,d\varphi=2P$. Integrating (21) over direction gives $\int E_0\,d\mu\le aP/r$. The factor $a=\lambda\sin\theta$ raises the power of $\sin\theta$ in (19). With $u=\cos\theta$,

$$\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta=\int_{-1}^{1}(1-u^2)u^2\,du=\frac23-\frac25=\frac{4}{15}, \tag{22}$$

$$0<\varepsilon\le\frac{3\lambda}{4\pi A}\,\frac{\lambda P}{r}\,\frac{4}{15}=\frac{\lambda^2P}{5\pi Ar}. \tag{23}$$

It remains to bound $P/A$. Divide a convex polygon into triangles with a common vertex at the centre of the inscribed circle. Every side lies at least a distance $r$ from that centre, so $A\ge rP/2$. Approximation by polygons extends this to any convex section. Thus $P/A\le2/r$, and

$$\Delta_0\le\frac{3(1-p)\lambda}{8r},\qquad \varepsilon\le\frac{2\lambda^2}{5\pi r^2}. \tag{24}$$

## Resistivity and the meaning of thick

The resistivity ratio is the inverse of $1-\Delta$. The identity $1/(1-\Delta)=1+\Delta+\Delta^2/(1-\Delta)$ gives

$$\frac{\rho}{\rho_0}=1+\Delta_0+(\Delta-\Delta_0)+\frac{\Delta^2}{1-\Delta}. \tag{25}$$

Take $\lambda\le r$. Equations (20) and (24) then imply $\Delta\le3\lambda/(8r)\le3/8$, because $2\lambda^2/(5\pi r^2)$ is smaller than $3\lambda/(8r)$ in this range. The last term of (25) is at most $(9/64)(8/5)(\lambda/r)^2=(9/40)(\lambda/r)^2$. Adding the bound on $\varepsilon$ gives

$$\boxed{\frac{\rho}{\rho_0}=1+\frac{3(1-p)\lambda P}{16A}+R,\qquad |R|\le0.36\left(\frac{\lambda}{r}\right)^2} \tag{26}$$

for every convex section with $\lambda\le r$. This fixes $C_0=3/16$ in (1).

"Thick" means $\lambda\ll r$. A large area is not sufficient: a wide strip thinner than $\lambda$ can have a large $A$, but electrons cross it without forgetting the opposite wall. The bound on $R$ is absolute. For fixed $p<1$ the linear term dominates as $\lambda/r\to0$, but if $1-p$ is itself as small as $\lambda/r$, (26) does not guarantee a small error relative to the surface contribution.

## Rectangles, circles and corners

For a rectangle of sides $b$ and $h$, $P/A=2(1/b+1/h)$, so

$$\Delta_0=\frac{3(1-p)\lambda}{8}\left(\frac1b+\frac1h\right). \tag{27}$$

As $b\to\infty$ this becomes the thick-film result $3(1-p)\lambda/(8h)$. The remainder stays controlled because $r=h/2$ remains finite.

For a circle of diameter $d$, $P/A=4/d$ and $\Delta_0=3(1-p)\lambda/(4d)$. Its short chords can be treated explicitly. A chord has length $d\cos\alpha$, so it is short when $\beta=\pi/2-|\alpha|$ is small. Near both grazing directions $\cos\alpha\simeq\beta$, and

$$\int E_0\,d\mu\simeq2P\int_0^\infty\beta e^{-d\beta/a}\,d\beta=\frac{2Pa^2}{d^2}. \tag{28}$$

Since $\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta=\pi/16$, equation (19) gives

$$\varepsilon\simeq\frac{3\lambda}{4\pi}\,\frac4d\,\frac{2\lambda^2}{d^2}\,\frac{\pi}{16}=\frac38\left(\frac{\lambda}{d}\right)^3. \tag{29}$$

The same power holds for other smooth walls with positive curvature: short chords require grazing incidence, with $\beta$ proportional to chord length, and the measure $\beta\,d\beta$ makes the total measure of chords shorter than $s$ proportional to $s^2$.

A corner is different. Close to its tip it has no length scale, while $\mu$ has the dimension of length. The measure of chords shorter than $s$ must therefore be proportional to $s$, and $\varepsilon\propto\lambda^2$. In both cases inversion of the conductivity contributes a positive $\lambda^2$ term to the resistivity. At corners the short chords contribute a negative term of the same order. It cancels part of the inversion term, and can outweigh it when a corner is very sharp and most wall collisions are specular.

## A numerical example

Take $\lambda=10$ nm and $p=0.2$ as round model parameters. A trapezoidal line has parallel sides of 80 and 100 nm and height 200 nm, with two equally sloping sides. Its area is $\tfrac12(80+100)\,200=18000$ nm$^2$ and its perimeter is 580.5 nm, so $P/A=0.03225$ nm$^{-1}$. Equation (15) gives

$$\Delta_0=\frac{3(0.8)(10)(0.03225)}{16}=0.0484. \tag{30}$$

The linear law thus predicts $\rho/\rho_0=1.048$. The equivalent dead layer is $3(0.8)(10)/16=1.5$ nm thick.

The inradius is 47.6 nm, and (23) limits $\varepsilon$ to $0.0043$. Direct evaluation of (19) gives the smaller value $0.0014$. Solving (3) and (4) numerically along reflected trajectories from points throughout the section gives $\Delta=0.0475$ and $\rho/\rho_0=1.050$. The linear law therefore falls short by about 0.0015, or 3% of the surface contribution. Equation (25) shows why: the inversion term adds $0.0475^2/0.9525=0.0024$, while the short chords take away about 0.0009.

Two other sections were treated with the same $\lambda$ and $p$: a triangle with vertices $(0,0)$, $(240,0)$ and $(60,160)$ nm, and an ellipse with semi-axes 100 and 50 nm.

| Section | $P/A$ (nm$^{-1}$) | $\varepsilon$ | Linear $\rho/\rho_0$ | Trajectory $\rho/\rho_0$ |
|---|---|---|---|---|
| Trapezoid | 0.0323 | 0.0014 | 1.048 | 1.050 |
| Triangle | 0.0339 | 0.0024 | 1.051 | 1.052 |
| Ellipse | 0.0308 | 0.0002 | 1.046 | 1.048 |

The linear law comes closest for the triangle, although the triangle has the largest $\varepsilon$. Its short-chord correction is negative and cancels much of the positive inversion term. In the ellipse $\varepsilon$ is too small for such a cancellation. Halving $\lambda$ reduces $\varepsilon$ by a factor 4.0 in both polygons and 8.1 in the ellipse, in accord with the corner and smooth-wall powers.

The approach to the limit is seen in the ratio $(\rho/\rho_0-1)A/[(1-p)\lambda P]$, which should tend to $3/16=0.1875$. For the trapezoid it is 0.208, 0.193 and 0.189 at $\lambda=40$, 10 and 2.5 nm. At 40 nm, where $\lambda/r$ is about 0.84, it is 11% above the limiting coefficient; for the ellipse the excess is 15%.

The trajectory solution was tested against (12) and the bounds (20) for all three sections, at $\lambda=10$ and 40 nm and $p=0$, 0.2 and 0.8. The tolerance was $4\times10^{-4}$ in $\Delta$, set by the sampling of the section. For the ellipse at $\lambda=10$ nm this exceeds $\varepsilon$, so that case tests the linear term but does not resolve the bounds (20). The numerical output lists further values for $p=0.2$.

## When the wall or the metal is less simple

If $p$ varies along the perimeter but not with angle, the leading part of $X$ is $1-p$ at the most recent wall hit. By the measure preservation behind (18), its integral can be taken over that wall point, and (15) becomes

$$\Delta_0=\frac{3\lambda}{16A}\oint[1-p(l)]\,dl. \tag{31}$$

The error is still of second order, since the omitted terms in $X$ are bounded in magnitude by $E_0+E_1$. A wire with one rough side and three fully specular ones ($p=1$) is thus described by the length of its rough side; any side with $p<1$, however flat, adds $1-p$ times its own length.

If $p$ depends on the angle of incidence, $1-p$ must stay inside the angular integrals of (12). The leading term still has the form (15), with $p$ replaced by its average over the directions leaving a flat wall, weighted by $\cos^2\theta$ times the velocity component normal to the wall. An anisotropic Fermi surface removes the rotational symmetry used at the start, so the cost of a wall can depend on its orientation and $P$ alone need not suffice. Grain-boundary scattering requires a separate term in the kinetic equation. When $\lambda$ is comparable with $r$, the full expression (12) replaces the linear law within the present model; when the width approaches the electron wavelength, the semiclassical description itself fails.

## Table of computed values

```
mean free path 10.0 nm, specularity 0.2
limiting coefficient 3/16 = 0.1875
trapezoid: perimeter 580.50 nm, area 18000.0 nm^2
  inradius 47.56 nm, P/A 0.03225 1/nm
  mean chord, pi A/P 97.41 nm
  linear term Delta0 0.04837
  conductivity deficit, trajectories 0.0475
  eps 0.00142, its upper limit 0.00432
  eps ratio when lam is halved 4.00
  rho/rho0: linear law 1.0484, trajectories 1.0498
  rho/rho0 guaranteed between 1.0470 and 1.0518
  coefficient at lam = 40.0 nm: 0.208
  coefficient at lam = 10.0 nm: 0.193
  coefficient at lam = 2.5 nm: 0.189
triangle: perimeter 651.71 nm, area 19200.0 nm^2
  inradius 58.92 nm, P/A 0.03394 1/nm
  mean chord, pi A/P 92.55 nm
  linear term Delta0 0.05091
  conductivity deficit, trajectories 0.0493
  eps 0.00238, its upper limit 0.00367
  eps ratio when lam is halved 4.00
  rho/rho0: linear law 1.0509, trajectories 1.0519
  rho/rho0 guaranteed between 1.0504 and 1.0545
  coefficient at lam = 40.0 nm: 0.200
  coefficient at lam = 10.0 nm: 0.191
  coefficient at lam = 2.5 nm: 0.188
ellipse: perimeter 484.42 nm, area 15708.0 nm^2
  inradius 50.00 nm, P/A 0.03084 1/nm
  mean chord, pi A/P 101.87 nm
  linear term Delta0 0.04626
  conductivity deficit, trajectories 0.0461
  eps 0.00020, its upper limit 0.00393
  eps ratio when lam is halved 8.10
  rho/rho0: linear law 1.0463, trajectories 1.0484
  rho/rho0 guaranteed between 1.0451 and 1.0494
  coefficient at lam = 40.0 nm: 0.216
  coefficient at lam = 10.0 nm: 0.196
  coefficient at lam = 2.5 nm: 0.190
```
